Pair branching at fixed population: unbiased merging and splitting of Monte Carlo walkers

**What goes wrong without it**

In auxiliary-field Monte Carlo a many-electron state is carried by N walkers, each a simple state with a weight. The weights are multiplied by a random factor at every time step, so they drift apart and a few walkers come to dominate every average. In the two-site Hubbard calculation described below, with 50 walkers and 60 time steps, the total weight without population control has a standard deviation of 1.92 times its mean when the fields are drawn uniformly.

An obvious cure is to delete a light walker, duplicate a heavy one, and share their total weight between the two copies. This conserves the number of walkers and the total weight, but it is biased. In the same calculation it gives a mean total weight 29% too large and an energy of −1.353 t, where the correct value is −1.236 t and t is the hopping energy. Conserving the total weight is not enough: each walker's own weight must be conserved on average. That requires a random choice with the right probabilities.

**Setting and conventions**

Walker i has weight w_i > 0 and state φ_i, scaled so that its overlap with a fixed trial state T is one, ⟨T|φ_i⟩ = 1. The population represents the state

Ψ = Σ_i w_i |φ_i⟩.

Every quantity to be kept unbiased is a sum of the form

A = Σ_i w_i f(φ_i),

where f is any function of a single walker's state. The choice f = 1 gives the total weight D = Σ_i w_i = ⟨T|Ψ⟩. The choice f = E_L, with local energy E_L(φ) = ⟨T|H|φ⟩, gives the numerator of the mixed energy ⟨T|H|Ψ⟩/⟨T|Ψ⟩. Taking f to be a component of φ gives a component of Ψ.

**The pair rule and its proof**

Choose a small-weight walker s and a large-weight walker l, with w_s ≤ w_l, and put W = w_s + w_l. Replace them by two walkers of weight W/2 each. Let n of these be copies of s and 2 − n copies of l, where n is a random integer 0, 1 or 2. The pair's contribution to A becomes

A' = (W/2) [n f_s + (2 − n) f_l].

Its mean over the random choice, with m = E[n], is

E[A'] = (W/2) m f_s + (W − (W/2) m) f_l.

Before branching the contribution was w_s f_s + w_l f_l. The two agree for arbitrary f_s and f_l if and only if the coefficients agree. The first coefficient requires

m = E[n] = 2 w_s/W,

and the second then follows, because W − w_s = w_l. This is the whole condition for an unbiased pair branching with equal final weights. It leaves one probability free: n = 2 may have any probability q between 0 and m/2, with n = 1 then having probability m − 2q and n = 0 probability 1 − m + q. The two ends of this range are the rules used here:

- Survivor rule: n = 2 with probability w_s/W, and n = 0 with probability w_l/W. One walker takes both places.
- Minimum-variance rule: n = 1 with probability 2w_s/W, and n = 0 with probability (w_l − w_s)/W. Either both walkers stay and their weights are averaged, or the large one takes both places.

In the survivor rule the large walker is sometimes destroyed. That outcome compensates for the more frequent loss of the small one. The biased cure sets n = 0 every time, which changes the mean by

W f_l − w_s f_s − w_l f_l = w_s (f_l − f_s).

For f = 1 this vanishes, so the total weight at the moment of branching does not reveal the fault. It appears later, when the two states grow at different rates.

**The noise that branching adds**

Since A' depends on n through (W/2) n (f_s − f_l), its variance is

Var(A') = (W/2)² Var(n) (f_s − f_l)².

For the survivor rule n is twice a variable that equals 1 with probability p = w_s/W and 0 otherwise. Thus Var(n) = 4p(1 − p) = 4 w_s w_l/W², and

Var(A') = w_s w_l (f_s − f_l)².

For the other rule n is 0 or 1 with mean m, so Var(n) = m(1 − m). With 1 − m = (w_l − w_s)/W,

Var(A') = (W²/4) (2w_s/W) ((w_l − w_s)/W) (f_s − f_l)²
= ½ w_s (w_l − w_s) (f_s − f_l)².

No other unbiased choice of n does better. For integers n ≥ 0 we have n² ≥ n, hence Var(n) = E[n²] − m² ≥ m − m², with equality when n takes the values 0 and 1 alone. This minimum refers to one pair with two equal final weights, not to a whole calculation.

The ratio of the second variance to the first is (1 − w_s/w_l)/2, at most one half. For equal weights the minimum-variance rule does nothing and adds no noise, while the survivor rule still throws away one of the walkers.

Take w_s = 0.2 and w_l = 1.8, so W = 2. The survivor rule keeps the small walker with probability 0.1 and then gives it the full weight 2: mean 0.2, variance 0.2 × 1.8 = 0.36. The minimum-variance rule keeps it with probability 0.2 and weight 1: mean 0.2, variance ½ × 0.2 × 1.6 = 0.16. The ratio is 0.44.

**A sweep and why it ends**

A sweep branches the lightest and heaviest walkers as long as their weight ratio exceeds a threshold r > 1.

    sweep(w, φ, r):
      repeat
        s = index of smallest weight
        l = index of largest weight
        if w[l] ≤ r·w[s]: return
        W = w[s] + w[l]
        draw u uniformly in [0, 1)
        if rule is minimum-variance:
          if u ≥ 2·w[s]/W: φ[s] = copy of φ[l]
        if rule is survivor:
          if u < w[s]/W: φ[l] = copy of φ[s]
          else:          φ[s] = copy of φ[l]
        w[s] = W/2
        w[l] = W/2

Both final weights are W/2 whatever u is, so the weights evolve deterministically during a sweep; only the states are random. The mean weight w̄ = D/N is constant. One branching lowers the sum S = Σ_i (w_i − w̄)² by

w_s² + w_l² − 2(W/2)² = ½ (w_l − w_s)².

When a branching takes place, w_l ≥ w̄ because l is the heaviest walker, and w_s < w_l/r. Therefore w_l − w_s > (1 − 1/r) w̄, and S falls by more than ½(1 − 1/r)² w̄². Initially S = N v w̄², where v is the variance of the weights divided by w̄². Since S cannot become negative, the number M of branchings obeys

M ≤ 2 N v/(1 − 1/r)².

The condition r > 1 matters. With r = 1 and weights 1, 1, 2, every later weight is an integer divided by a power of two. None can equal the mean 4/3, so in exact arithmetic the loop never ends.

**How even the weights become**

One measure of evenness is the effective fraction (Σw)²/(N Σw²), which is 1 for equal weights and 1/N when one walker has everything. Let a and b be the smallest and largest weights after a sweep. Each weight satisfies (w − a)(w − b) ≤ 0, or w² ≤ (a + b)w − ab. Averaging over walkers gives

mean(w²) ≤ (a + b) w̄ − ab.

The square of (a + b)w̄/(2√(ab)) − √(ab) is not negative, which means (a + b)w̄ ≤ (a + b)² w̄²/(4ab) + ab. Hence mean(w²) ≤ (a + b)² w̄²/(4ab), and

effective fraction = w̄²/mean(w²) ≥ 4ab/(a + b)² ≥ 4r/(1 + r)².

The last step uses b/a ≤ r and the fact that 4ρ/(1 + ρ)² decreases for ρ > 1. For r = 3 the guarantee is 0.75.

This fraction measures weights, not independence. Two identical copies of equal weight have effective fraction 1 but hold one distinct state. They become different only through later random fields.

**Unbiasedness and variance of a whole sweep**

Let A_k be the value of A after k branchings. The pair is chosen from the present population, and u is drawn afresh, so the pair result gives

E[A_{k+1} | all events up to k] = A_k.

Averaging repeatedly over the earlier events gives E[A_M] = A_0. The increments d_k = A_{k+1} − A_k are uncorrelated: for j < k, d_j is already known when the k-th number is drawn, so E[d_j d_k] = E[d_j E[d_k | past]] = 0. The variance of the sweep is therefore the sum of the mean pair variances.

As an example take weights (0.05, 0.2, 0.5, 0.9, 1.35, 3.0), values f = (2, −1, 0.5, 3, 1, −2), and r = 3. The mean weight is 1 and v = 0.9875, so the bound on M is 12 × 0.9875/(4/9) = 26.7. Three branchings suffice:

- 0.05 and 3.0 become 1.525 twice.
- 0.2 and one 1.525 become 0.8625 twice.
- 0.5 and the other 1.525 become 1.0125 twice.

The final ratio is 1.35/0.8625 ≈ 1.57. For the survivor rule the first branching adds variance 0.05 × 3.0 × (2 + 2)² = 2.4. Each walker of weight 1.525 now holds the heavy ancestor, with f = −2, with probability 3/3.05, and the light one, with f = 2, with probability 0.05/3.05. The other two terms are

0.2 × 1.525 × (3 × 1² + 0.05 × 3²)/3.05 = 0.345,
0.5 × 1.525 × (3 × 2.5² + 0.05 × 1.5²)/3.05 = 4.716.

The sum is 7.46. Enumerating every outcome with its probability gives the same variance, and a mean of −1.8, equal to Σ w f before the sweep. The same enumeration for the minimum-variance rule gives mean −1.8 and variance 2.95. In both cases the mean weight carried by the descendants of each walker equals that walker's original weight.

**Unbiasedness under propagation**

Let one time step apply a random operator B(x) to each walker, with fields x drawn from a fixed distribution, and let B be the average of B(x). With o = ⟨T|B(x)|φ_i⟩ > 0, the update is

w_i → w_i o,  φ_i → B(x)φ_i/o.

The factor o cancels in the product, so w_i|φ_i⟩ → w_i B(x)|φ_i⟩, with mean w_i B|φ_i⟩. A following sweep leaves the mean of Ψ unchanged. Therefore

E[Ψ_{k+1} | population k] = B Ψ_k,

and, averaging over successive steps, E[Ψ_n] = Bⁿ Ψ_0. Branching may occur at any step, and its timing may depend on the weights, since these belong to the past when u is drawn.

Importance sampling fits the same argument. If x is drawn from a distribution p̃(x|φ_i) > 0 that depends on the walker's own state instead of the fixed p(x), and the weight is multiplied by the extra factor p(x)/p̃(x|φ_i), the mean of w_i|φ_i⟩ after the step is again w_i B|φ_i⟩.

A constraint that acts on each walker according to its own state and fields, such as removing walkers whose overlap changes sign, does not spoil the argument. The mean of Σ w f after a step is still a sum over the present walkers of w_i times a function of φ_i, and branching preserves the mean of every such sum. The bias of the constraint itself remains; branching adds none to linear sums.

**Ratios are different**

The energy is a ratio of two linear sums, A = Σ w E_L and D = Σ w. Both are unbiased, but the mean of A/D is in general not E[A]/E[D]. Put R = E[A]/E[D] and D̄ = E[D]. Then A/D − R = (A − R D)/D. Expanding 1/D ≈ 1/D̄ − (D − D̄)/D̄² and using E[A − R D] = 0 gives, to leading order in the fluctuations,

E[A/D] − R ≈ −E[(A − R D)(D − D̄)]/D̄².

For independent, identically distributed walkers this term falls as 1/N. It describes the bias only when the relative fluctuation of D is well below one. In the 50-walker Hubbard example below, formula and sampling both give about 0.004 t with branching. Without branching the formula gives 0.74 t, while the sampled bias is 0.020 ± 0.003 t. The remedy is to average A and D separately over independent runs and divide once at the end. That quotient is still a ratio of random means, but the same formula applied to the run averages shows that its bias falls as one over the number of runs.

**The Hubbard example**

The model has two sites, one electron of each spin, hopping t and repulsion U = 2t. Energies are in units of t and imaginary times in 1/t. One step of length τ = 0.05 uses

B = exp(−τK/2) exp(−τV) exp(−τK/2),

where K is the hopping energy and V = U Σ_j n_j↑ n_j↓. On each site the interaction factor is an average over a field x = ±1:

exp(−τU n↑n↓) = exp(−τU(n↑ + n↓)/2) · ½ Σ_x exp(γx(n↑ − n↓)),  cosh γ = exp(τU/2).

An empty site gives 1 on both sides. One electron gives exp(−τU/2) cosh γ = 1, and two give exp(−τU), as required. Here γ = 0.319.

Each walker is a product of a spin-up and a spin-down orbital, and T has both electrons in the bonding orbital (1, 1)/√2. The one-particle hopping matrix has off-diagonal elements −t, so exp(−τK/2) has positive elements. The field factors are positive too. Orbitals that start with positive components keep them, and all overlaps stay positive.

A population of two walkers is small enough to enumerate all field choices and branching outcomes over three steps. The initial weights were 0.4 and 1.6. The up orbitals were (1.2, 0.8)/√2 and (0.6, 1.4)/√2, the down orbitals (0.7, 1.3)/√2 and (1.1, 0.9)/√2, and r = 1.2. With either unbiased rule the mean state equals B³Ψ_0 to rounding error. Keeping the large walker every time gives a mean state wrong by 24% of the norm of B³Ψ_0. For the survivor rule E[A]/E[D] = −1.1355 t, whereas E[A/D] = −1.1166 t, a ratio bias of 0.019 t in this very small population.

The larger calculation starts 50 walkers in T with weight 1/50 each and runs 60 steps, to imaginary time 3/t, with uniformly drawn fields. Without branching its noise can be found without sampling. A single walker of initial weight 1 ends with w = ⟨T|B(x_n)…B(x_1)|T⟩, and the fields of different steps are independent. Its mean square is therefore

E[w²] = ⟨T,T|Cⁿ|T,T⟩,

where C is the field average of B(x)⊗B(x), here a 16 × 16 matrix. With D̄ = ⟨T|Bⁿ|T⟩, the relative standard deviation of the total weight is √((E[w²]/D̄² − 1)/N) = 1.92.

This large value belongs to uniformly drawn fields. If x is drawn with probability proportional to ⟨T|B(x)|φ⟩ and the weight is multiplied by ⟨T|B|φ⟩, the same 50 walkers and 60 steps give about 0.025 without branching, and a weight ratio of 3 is almost never reached. The example therefore tests branching under much larger weight fluctuations than an importance-sampled walk of this small model has.

With branching at r = 3 after every step, 2000 independent runs gave these results (uncertainties are one standard error):

- Survivor rule: total weight 0.999 ± 0.007 of the exact value, energy −1.2355 ± 0.0011 t, relative standard deviation of the total weight 0.294 ± 0.007.
- Minimum-variance rule: 0.993 ± 0.006, −1.2365 ± 0.0010 t, and 0.283 ± 0.006.
- Large walker kept every time: 1.287 ± 0.011, −1.3533 ± 0.0014 t, and 0.367 ± 0.009.

Matrix multiplication with B gives −1.2355 t for the mixed energy at this time step and projection time; the ground-state energy from diagonalization is −1.2361 t. Both unbiased rules agree with the former within their errors. The median effective fraction is 0.22 without branching and 0.93 with either unbiased rule.

The difference in noise between the two unbiased rules is not resolved here, although each single branching of a given pair is quieter with the minimum-variance rule.

**Choosing the threshold**

Branching adds noise now to reduce noise later. Suppose walkers s and l will contribute independent future factors with means f_s and f_l and the same variance σ², with no further branching. The future noise Σ w²σ² falls by ½(w_l − w_s)²σ², while the minimum-variance rule adds ½ w_s(w_l − w_s)(f_s − f_l)². The exchange pays when

w_l/w_s − 1 > (f_s − f_l)²/σ².

Equal variances are an idealization: in the example the light walker of a branched pair typically has a σ² of 0.2 to 0.4 times that of the heavy one, so the inequality is a guide rather than an exact test. Walkers with similar futures can be merged at small weight ratios, and dissimilar ones should wait. The f that matters for the final total weight is the future growth ⟨T|B^q|φ⟩ over the q remaining steps. Computing it requires applying B^q exactly, which is the task the sampling replaces, so r is best chosen by measuring the error of the final average for a few values.

**Cost and numerical stability**

Scanning for the extremes costs O(N) per branching, hence O(NM) per sweep. An ordered tree of weights reduces this to O(N log N + M log N). The example needed 2.2 branchings per step for 50 walkers, so a scan was sufficient. Each branching copies at most one state. The minimum-variance rule copies none when n = 1, which saves communication if the walkers sit on different processors.

When weights span many orders of magnitude, store their logarithms and compute w_s/W as 1/(1 + w_l/w_s), with the ratio formed from the difference of logarithms. If w_l/w_s overflows to infinity, the probability becomes zero, which is its correct limit; where the exponential raises an error instead, set the probability to zero explicitly. Keep r clearly above 1, so that rounding cannot trigger needless branchings.

**Failure modes**

- Incomplete copies. Everything belonging to a state must be copied with it: orbitals, stored overlaps, phases and any recorded field history. The copies must then receive different fields, each with the correct distribution; with identical fields splitting brings no gain. Independent fields are the simple choice.
- Reused random numbers. If u is correlated with the fields that will propagate the pair, the branching itself still preserves the mean, but the fields then depend on which state survived. The mean of w_i B(x)|φ_i⟩ is in general no longer w_i B|φ_i⟩, and the propagation step of the proof fails.
- Negative or complex weights. The probabilities then lose their meaning. Write w_i φ_i = |w_i| (e^{iθ_i} φ_i), branch on |w_i|, and let the phase travel with the state. The proof applies unchanged, but the complex total weight is then conserved on average, not in each event.
- Population-dependent rescaling. Dividing all weights by D at each step turns linear sums into ratios and brings back the ratio bias. A common factor is harmless if it is fixed in advance, or recorded and restored before runs are averaged.
- Long projections. A sweep leaves D as it finds it, so it cannot remove fluctuations of D already present. If s is the relative standard deviation of D over the runs, the effective fraction defined above, applied to the totals D of the runs, equals 1/(1 + s²). It is one half at s = 1 and keeps falling as s grows, so for s well above 1 most runs contribute little to the average, and s must be lowered by more walkers, a shorter projection or importance-sampled fields.
